# Permutationally invariant polynomials in Morse variables for A2B and A3 molecules

## Two hydrogen atoms that may be renamed

Take a water molecule with one OH bond stretched, and exchange the names of the two hydrogen atoms. Nothing has happened to the molecule, but the list of its distances has changed order. In the Born–Oppenheimer approximation the electronic energy depends on the nuclear charges and positions, not on the nuclear masses, so a potential function must return the same value for both lists. This holds for HDO as well as for H2O. A polynomial fitted to a finite set of energies does not generally have this property. The question is which polynomials have it by construction, and how many free coefficients they contain.

Let \(r_{ij}\) be the distance between nuclei \(i\) and \(j\), and define the Morse variables

\[
y_{ij}=e^{-r_{ij}/a_{ij}},\qquad a_{ij}>0 .
\]

The name fits because a Morse potential is a quadratic polynomial in \(y\): with well depth \(D\) and equilibrium distance \(r_e\),

\[
D\left(1-e^{-(r-r_e)/a}\right)^2-D=D\left(e^{2r_e/a}y^2-2e^{r_e/a}y\right).
\]

Unlike a positive power of \(r\), each positive power of \(y\) stays bounded and vanishes as the atoms separate. Lengths are in bohr and energies in hartree, with fit errors in microhartree.

## The simple case: A2B

Let atoms 1 and 2 be the A atoms and atom 3 be B. Their exchange leaves \(r_{12}\) alone and swaps \(r_{13}\) with \(r_{23}\). It swaps \(y_{13}\) with \(y_{23}\) only if \(a_{13}=a_{23}\), which we therefore require; \(a_{12}\) may differ.

Define

\[
x=y_{12},\qquad s=y_{13}+y_{23},\qquad q=y_{13}y_{23},\qquad v=y_{13}-y_{23}.
\]

Since \(y_{13}=(s+v)/2\) and \(y_{23}=(s-v)/2\), any polynomial in the three \(y\)'s can be written as

\[
f=\sum_k f_k(x,s)\,v^k .
\]

The exchange changes \(v\) to \(-v\) and leaves \(x\) and \(s\) alone. Invariance thus demands \(f_k=(-1)^kf_k\), so all odd terms vanish. The even ones contain

\[
v^2=(y_{13}+y_{23})^2-4y_{13}y_{23}=s^2-4q .
\]

Every invariant polynomial is therefore a polynomial in \(x,s,q\).

The representation is also unique. The derivatives of \((x,s,q)\) with respect to \((y_{12},y_{13},y_{23})\) have determinant

\[
\det\begin{pmatrix}1&0&0\\0&1&1\\0&y_{23}&y_{13}\end{pmatrix}=y_{13}-y_{23}.
\]

Near a point where this is nonzero, the map is locally invertible, so \((x,s,q)\) fills an open set. If two polynomials in \(x,s,q\) agreed as functions of geometry, their difference would vanish on an open set and hence be the zero polynomial. Physical geometries suffice for this argument, because triangles obeying the strict triangle inequalities fill an open set of distances.

**Limits.** Write the potential as \(V=p(x,s,q)\). If B moves far away, \(s\) and \(q\) vanish and \(V\to p(x,0,0)\), a function of the AA distance. If atom 2 moves away instead, \(x\to0\), \(q\to0\), \(s\to y_{13}\), and \(V\to p(0,s,0)\), a function of the remaining AB distance. The form thus has room for two different diatomic curves with a common energy at full separation. A fit whose data do not reach those regions cannot be relied on to reproduce them.

**A numerical look.** For \(r_{12}=2.8\), \(r_{13}=1.8\), \(r_{23}=2.0\), with ranges 3.0 for AA and 2.0 for AB, the variables are \(0.393241\), \(0.406570\) and \(0.367879\). Hence

\[
s=0.406570+0.367879=0.774449,\qquad q=0.406570\times0.367879=0.149569 .
\]

Exchanging the A atoms leaves \(s\) unchanged. With unequal AB ranges, 2.0 and 2.2, the same exchange takes \(s\) from \(0.809460\) to \(0.809113\). The change is small here, but the symmetry is lost.

## Three like atoms: A3

Now all three ranges must be equal. Exchanging atoms 1 and 2 still fixes \(y_{12}\) and swaps the other two variables. The cyclic renaming \(1\to2\to3\to1\) sends \(y_{12}\to y_{23}\to y_{13}\to y_{12}\). The six renamings of atoms thus give all six permutations of the three distances. Call the variables \(y_1,y_2,y_3\), in any order, and form

\[
e_1=y_1+y_2+y_3,\quad e_2=y_1y_2+y_1y_3+y_2y_3,\quad e_3=y_1y_2y_3 .
\]

To show that these generate every invariant, take an invariant \(f\) whose terms all have the same degree; a general one is a sum of such parts. Rank monomials by the exponent of \(y_1\), then by that of \(y_2\), then by that of \(y_3\). Let the highest monomial in \(f\) be \(c\,y_1^{\alpha}y_2^{\beta}y_3^{\gamma}\). Then \(\alpha\ge\beta\ge\gamma\), since otherwise a permuted monomial, present with the same coefficient, would rank higher. The highest monomial of a product is the product of the highest monomials, so that of \(e_1^{\alpha-\beta}e_2^{\beta-\gamma}e_3^{\gamma}\) is

\[
y_1^{\alpha-\beta}(y_1y_2)^{\beta-\gamma}(y_1y_2y_3)^\gamma=y_1^\alpha y_2^\beta y_3^\gamma .
\]

Subtracting \(c\) times this product removes the highest term and leaves an invariant of the same degree with a lower highest term. There are finitely many monomials of a given degree, so the process ends at zero.

For example, let \(\Sigma=\sum_{i\ne j}y_i^2y_j\). Expansion gives \(e_1^3=\sum_i y_i^3+3\Sigma+6e_3\) and \(e_1e_2=\Sigma+3e_3\). Eliminating \(\Sigma\),

\[
\sum_i y_i^3=e_1^3-3(e_1e_2-3e_3)-6e_3=e_1^3-3e_1e_2+3e_3 .
\]

For uniqueness we again need the Jacobian,

\[
J=\det\begin{pmatrix}1&1&1\\y_2+y_3&y_1+y_3&y_1+y_2\\y_2y_3&y_1y_3&y_1y_2\end{pmatrix}.
\]

Subtract the first column from the other two. The first row becomes \((1,0,0)\), and

\[
J=\det\begin{pmatrix}y_1-y_2&y_1-y_3\\y_3(y_1-y_2)&y_2(y_1-y_3)\end{pmatrix}
=(y_1-y_2)(y_1-y_3)(y_2-y_3).
\]

This is nonzero for a triangle with three different sides, so the earlier argument applies.

**Limits.** When atom 3 leaves, \(e_2\) and \(e_3\) vanish and \(e_1\to y_{12}\). The same diatomic curve appears whichever atom leaves, as it must. In a real system this curve need not be smooth. For H3+ the lowest energy with one nucleus far away follows H2 + H+ up to about 2.5 bohr and H2+ + H beyond, so it has a kink that a polynomial follows poorly. In full configuration interaction with the cc-pVDZ basis, a degree-8 polynomial in \(y\) fitted between 1 and 6 bohr misses this curve by up to 2500 microhartree, against about 50 for the smooth H2 curve. If instead one atom is regarded as different while the ranges stay equal, the A3 invariants become special A2B invariants:

\[
e_1=x+s,\qquad e_2=xs+q,\qquad e_3=xq .
\]

The converse fails: \(x\) alone is not symmetric in all three distances. Lower symmetry permits more functions.

**What the invariants remember.** The \(y_i\) are the roots of

\[
(y-y_1)(y-y_2)(y-y_3)=y^3-e_1y^2+e_2y-e_3=0 .
\]

The invariants thus fix the three distances and forget their order. For distances 1.6, 1.7 and 1.9 with range 2.0, the values are \(e_1=1.263485\), \(e_2=0.531123\), \(e_3=0.074274\). Solving the cubic with the unrounded values and using \(r=-2.0\ln y\) returns the three distances. Because the roots lie close together, the six-digit values shown give only 1.599, 1.702 and 1.899.

## Counting without constructing: the Molien series

Let \(G\) be the group of variable permutations, with \(|G|\) elements, acting on polynomials in \(n\) variables. Consider the average

\[
P=\frac1{|G|}\sum_{g\in G}g .
\]

For any \(h\) in \(G\), \(hP=P\), because multiplication by \(h\) only reorders the sum. Hence \(P^2=P\), every \(Pf\) is invariant, and an invariant \(f\) obeys \(Pf=f\). So \(P\) projects onto the invariants, and its trace on the polynomials of degree \(d\) is the number \(N_d\) of independent invariants of that degree.

To find the trace of one \(g\), let \(\lambda_1,\dots,\lambda_n\) be its eigenvalues on the variables. A permutation matrix is unitary, so it has a full set of eigenvectors. Products of these eigenvectors are eigenvectors on polynomials, with eigenvalues \(\lambda_1^{k_1}\cdots\lambda_n^{k_n}\). Weighting degree \(d\) by \(t^d\) and summing geometric series,

\[
\sum_d t^d\,\mathrm{tr}_d\,g=\prod_{i=1}^n\frac1{1-t\lambda_i}=\frac1{\det(1-tg)} ,
\]

and therefore

\[
M(t)=\sum_dN_dt^d=\frac1{|G|}\sum_{g\in G}\frac1{\det(1-tg)} .
\]

A cycle of length \(\ell\) has the \(\ell\)-th roots of unity as eigenvalues and contributes the factor \(1-t^\ell\) to the determinant.

For A2B there are the identity and one swap:

\[
M=\frac12\left[\frac1{(1-t)^3}+\frac1{(1-t)(1-t^2)}\right]
=\frac{(1-t^2)+(1-t)^2}{2(1-t)^3(1-t^2)} .
\]

The numerator is \((1-t)[(1+t)+(1-t)]=2(1-t)\), so

\[
M_{\mathrm{A_2B}}=\frac1{(1-t)^2(1-t^2)} .
\]

For A3 there are one identity, three swaps and two 3-cycles:

\[
M=\frac16\left[\frac1{(1-t)^3}+\frac3{(1-t)(1-t^2)}+\frac2{1-t^3}\right].
\]

Over the common denominator \((1-t)(1-t^2)(1-t^3)\), the three numerators are

\[
1+2t+2t^2+t^3,\qquad 3-3t^3,\qquad 2-2t-2t^2+2t^3 .
\]

They add up to 6, so

\[
M_{\mathrm{A_3}}=\frac1{(1-t)(1-t^2)(1-t^3)} .
\]

These are the series expected for free generators of degrees \(1,1,2\) and \(1,2,3\). A separate count is available: the sums of monomials over each permutation orbit form a basis of the invariants, so \(N_d\) is the number of orbits. For degrees 0 to 6 this gives \(1,2,4,6,9,12,16\) for A2B and \(1,1,2,3,4,5,7\) for A3, in agreement with both series.

## Primary and secondary invariants

In general, choose \(n\) algebraically independent invariants \(\theta_i\) of degrees \(d_i\), the primaries, and further invariants \(\eta_j\) of degrees \(\epsilon_j\), the secondaries, such that every invariant has a unique form

\[
f=\sum_{j=1}^m\eta_j\,p_j(\theta_1,\dots,\theta_n).
\]

Counting the products \(\eta_j\theta_1^{k_1}\cdots\theta_n^{k_n}\) by degree gives

\[
M(t)=\frac{\sum_jt^{\epsilon_j}}{\prod_i(1-t^{d_i})} .
\]

Our two molecules have three primaries each and the single secondary \(\eta_1=1\). This count belongs to the chosen primaries. For A3 we may take \(e_1,e_2,e_3^2\) instead. Each power of \(e_3\) is then uniquely an even power times 1 or \(e_3\), so the secondaries are \(1,e_3\). Since \(1-t^6=(1-t^3)(1+t^3)\), the series is the same function, written as \((1+t^3)/[(1-t)(1-t^2)(1-t^6)]\). The series alone neither selects the primaries nor proves that proposed ones generate the ring; the constructions above do that.

The limit \(t\to1\) shows when one secondary is enough. Put \(\delta=1-t\). The identity contributes \(\delta^{-n}\) to the group sum. A permutation that swaps just two variables, called a reflection, contributes

\[
\frac1{\delta^{n-2}(1-t^2)}=\frac1{\delta^{n-1}(2-\delta)}=\frac1{2\delta^{n-1}}+\dots
\]

Every other element has at most \(n-2\) cycles and is less singular. With \(R\) reflections,

\[
M=\frac1{|G|\delta^n}\left[1+\frac R2\delta+\dots\right].
\]

On the other side, \(1-t^d=d\,\delta\,[1-\tfrac12(d-1)\delta+\dots]\) and \(\sum_jt^{\epsilon_j}=m-\delta\sum_j\epsilon_j+\dots\), so

\[
M=\frac m{\delta^n\prod_id_i}\left[1+\delta\left(\frac12\sum_i(d_i-1)-\frac1m\sum_j\epsilon_j\right)+\dots\right].
\]

Comparison gives

\[
m=\frac{\prod_id_i}{|G|},\qquad R=\sum_i(d_i-1)-\frac2m\sum_j\epsilon_j .
\]

Exactly one secondary has degree zero, because \(N_0=1\). Hence \(m=1\) precisely when \(\sum_j\epsilon_j=0\), that is, when \(R=\sum_i(d_i-1)\). For A2B, \(m=2/2=1\) and \(R=1\). For A3, \(m=6/6=1\) and \(R=0+1+2=3\). The alternative A3 choice gives \(m=12/6=2\) and \(R=(0+1+5)-3=3\), as it should, since the group has not changed.

## A case where the secondary matters: A2B2

Let atoms 1, 2 be A and 3, 4 be B. Exchanging the A atoms now swaps two pairs of distances at once, \(r_{13}\leftrightarrow r_{23}\) and \(r_{14}\leftrightarrow r_{24}\). The B exchange also swaps two pairs, and so does the combined exchange, so \(R=0\). The four AB ranges must be equal, so that these exchanges also permute the variables. Let \(s\) now be the sum of the four AB variables, and define

\[
\begin{aligned}
u&=y_{13}+y_{14}-y_{23}-y_{24},\\
v&=y_{13}-y_{14}+y_{23}-y_{24},\\
w&=y_{13}-y_{14}-y_{23}+y_{24}.
\end{aligned}
\]

The A exchange changes the signs of \(u\) and \(w\); the B exchange changes those of \(v\) and \(w\). A monomial \(u^iv^jw^k\) is invariant when \(i+k\) and \(j+k\) are both even, so the three exponents are all even or all odd. The primaries are therefore \(y_{12},y_{34},s,u^2,v^2,w^2\), and the secondaries are \(1\) and \(uvw\). The formulas agree: \(m=8/4=2\) and \(R=3-3=0\).

Leaving out \(uvw\) would impose a false symmetry. Reversing the signs of \(u,v,w\) together preserves all the primaries, but it is not an exchange of like atoms when all three are nonzero. Near a non-planar geometry with four equal AB distances, small values of both signs are possible, and the two resulting shapes may have different energies.

## How many coefficients, and can they represent the potential?

Through total degree \(N\), the unrestricted polynomial in three variables, the A2B form and the A3 form have these numbers of coefficients:

- \(N=4\): 35, 22 and 11
- \(N=20\): 1771, 946 and 358

At \(N=4\) the savings are factors of 1.59 and 3.18, still short of the group orders 2 and 6; at \(N=20\) they are 1.87 and 4.95. The limit follows from counting integer points with \(\sum_id_ik_i\le N\). For large \(N\), the ratio of their number to the volume \(N^3/(6\prod_id_i)\) tends to 1. For the unrestricted form the volume is \(N^3/6\), and here \(\prod_id_i=|G|\).

Consider next a continuous symmetric potential \(V\) on a closed, bounded set of geometries that contains all renamed copies and no coincident nuclei. By the Weierstrass theorem in several variables, some polynomial \(p(y)\) satisfies \(|V-p|\le\varepsilon\) there. Because \(gV=V\),

\[
|V-Pp|=\left|\frac1{|G|}\sum_g g(V-p)\right|\le\varepsilon .
\]

Symmetrizing therefore does not raise the error bound. The theorem gives no rate of convergence. Coincident nuclei are excluded because the nuclear repulsion diverges there while every polynomial in \(y\) remains finite. Long-range forces are another difficulty: \(r=-a\ln y\), so an inverse power of \(r\) becomes an inverse power of \(\ln y\), which is not a polynomial near \(y=0\).

## Two computed surfaces

For H3+ the energies come from full configuration interaction in the cc-pVDZ basis. They are exact within that basis, but still contain the error due to its incompleteness. All distances lie between 1.4 and 2.2, with range 2.0. Any such triple forms a triangle, since \(1.4+1.4>2.2\). Sixty geometries serve for the fit and thirty others for testing. The root-mean-square errors on the test points, relative to the computed energies, are:

- degree 2, 4 coefficients: 737 microhartree
- degree 3, 7 coefficients: 48 microhartree
- degree 4, 11 coefficients: 5.6 microhartree
- degree 5, 16 coefficients: 1.1 microhartree

The energies themselves spread over 0.032 hartree. An unrestricted degree-4 fit to the same sixty energies needs 35 coefficients, has a test error of 8.3 microhartree, and changes by up to 51 microhartree when atoms are renamed. These figures belong to one random division of the ninety geometries. Over forty other divisions, the degree-4 test error ranges from 3 to 11 microhartree for the invariant fit and from 5 to 31 for the unrestricted one, whose change under renaming ranges from 22 to 125.

For H2O the energies are restricted Hartree–Fock in 6-31G. They neglect electron correlation and also contain the error due to the incomplete basis. The HH distance runs from 2.4 to 3.0 and the OH distances from 1.6 to 2.2, with the ranges used earlier. An unrestricted degree-4 polynomial fitted to fifty energies changes by up to 103 microhartree when the hydrogens are exchanged at twenty other geometries. The invariant polynomial of the same degree does not change, apart from rounding, and has 22 coefficients instead of 35. The test errors are 80 microhartree for the unrestricted fit and 89 for the invariant one, so the change under exchange is of the size of the fit error, and invariance does not guarantee the smaller error. With so few points all these figures depend strongly on the sample: over forty other divisions of the seventy geometries the change under exchange ranges from 20 to 540 microhartree, and the invariant fit has the smaller test error in 34 of them.

Supplying renamed copies of the data is another way to restore the symmetry. Let \(p\) be an unrestricted polynomial of fixed maximum degree, and minimize

\[
S'(p)=\sum_{g\in G}\sum_k\left[p(gy_k)-V_k\right]^2 ,
\]

where \(k\) labels the original data. Replacing \(p\) by \(hp\) only reorders the sum over \(g\), so \(S'(hp)=S'(p)\). If the minimizer is unique, it must equal all its permuted forms and is therefore invariant. For invariant \(p\), \(S'\) is \(|G|\) times the sum of squares over the original data. The minimizer is thus the invariant fit to those data. In both molecules the two degree-4 fits agree on the test points to better than \(10^{-6}\) microhartree, as the numerical output shows. The invariant basis reaches the same function with fewer coefficients and without the copies.

## Computed values

```
A2B: group order 2, reflections 1
  primary degrees [1, 1, 2], secondary degrees [0]
  invariants of degree 0..6: [1, 2, 4, 6, 9, 12, 16]
A3: group order 6, reflections 3
  primary degrees [1, 2, 3], secondary degrees [0]
  invariants of degree 0..6: [1, 1, 2, 3, 4, 5, 7]
A3, e3^2 as primary: group order 6, reflections 3
  primary degrees [1, 2, 6], secondary degrees [0, 3]
  invariants of degree 0..6: [1, 1, 2, 3, 4, 5, 7]
A2B2: group order 4, reflections 0
  primary degrees [1, 1, 1, 2, 2, 2], secondary degrees [0, 3]
  invariants of degree 0..6: [1, 3, 9, 20, 42, 78, 138]
Coefficients through total degree N: unrestricted, A2B, A3
  N=2: 10, 7, 4; ratios 1.429, 2.500
  N=3: 20, 13, 7; ratios 1.538, 2.857
  N=4: 35, 22, 11; ratios 1.591, 3.182
  N=5: 56, 34, 16; ratios 1.647, 3.500
  N=10: 286, 161, 67; ratios 1.776, 4.269
  N=20: 1771, 946, 358; ratios 1.872, 4.947
A3 distances (bohr): [1.6 1.7 1.9]  range 2.0 bohr
  y: [0.449329 0.427415 0.386741]  e1,e2,e3: [1.263485 0.531123 0.074274]
  distances from cubic roots (bohr): [1.6 1.7 1.9]
A2B distances AA,AB,AB (bohr): [2.8 1.8 2. ]  ranges (bohr): [3. 2. 2.]
  y: [0.393241 0.40657  0.367879]  x,s,q: [0.393241 0.774449 0.149569]
  s before/after A swap, equal AB ranges: 0.774449, 0.774449
  s before/after A swap, AB ranges 2.0 and 2.2: 0.809460, 0.809113
H3+ full CI/cc-pVDZ: 60 fit points, 30 test points
  distance box (bohr): [1.4, 1.4, 1.4] to [2.2, 2.2, 2.2]
  energy at [1.6 1.7 1.9] bohr: -1.328196 hartree
  energy spread of all points: 0.031993 hartree
  degree 2: 4 coefficients, test rms 737.124 microhartree
  degree 3: 7 coefficients, test rms 47.965 microhartree
  degree 4: 11 coefficients, test rms 5.641 microhartree
  degree 5: 16 coefficients, test rms 1.072 microhartree
  unrestricted degree 4: 35 coefficients, test rms 8.268 microhartree
  its largest change under exchange: 51.318 microhartree
  invariant fit vs fit to all copies: 1.7e-08 microhartree
H2O RHF/6-31G: 50 fit points, 20 test points
  distance box (bohr): [2.4, 1.6, 1.6] to [3.0, 2.2, 2.2]
  energy at [2.8 1.8 2. ] bohr: -75.969869 hartree
  energy spread of all points: 0.068481 hartree
  degree 2: 7 coefficients, test rms 1772.214 microhartree
  degree 3: 13 coefficients, test rms 248.636 microhartree
  degree 4: 22 coefficients, test rms 89.456 microhartree
  unrestricted degree 4: 35 coefficients, test rms 80.034 microhartree
  its largest change under exchange: 103.232 microhartree
  invariant fit vs fit to all copies: 2.3e-07 microhartree
```
